# Trapezoidal Integration of a Lorentzian Resonance on a Uniform Energy Grid

## Problem

A resonant level in a device gives a transmission peak that is often close to a Lorentzian. Normalized to unit area, with centre \(E_0\) and full width at half maximum \(\Gamma\), it is

\[
L(x)=\frac{\Gamma}{2\pi}\,\frac{1}{x^2+\Gamma^2/4},\qquad x=E-E_0 .
\]

It is integrated by the trapezoidal rule on a uniform grid of spacing \(\Delta\) (labelled dE in the numerical output). The grid need not contain the peak: let \(s\Delta\) be the distance from a grid point to the peak. On an infinite grid every point receives half a weight from each neighbouring cell, so the rule is the plain sum

\[
S(s)=\Delta\sum_{n=-\infty}^{\infty}L\big((n-s)\Delta\big).
\]

The exact integral is 1, so \(S-1\) is the relative error.

**(a)** Find \(S(s)\) in closed form.

**(b)** Show that the largest relative error over all \(s\) is about \(2e^{-\pi\Gamma/\Delta}\) when \(\Gamma\) exceeds \(\Delta\). What happens when \(\Gamma\ll\Delta\)?

**(c)** Which spacing guarantees a relative error no larger than \(\varepsilon\)?

**(d)** How does a finite window \(|x|\le W\) change the result, for \(W\gg\Gamma,\Delta\)?

**(e)** Apply the result to the zero-bias conductance of a double-barrier resonant-tunnelling diode.

## Hints

1. Shifting \(s\) by 1 only relabels the points, so \(S(s)\) has a Fourier series. In its coefficients, the sum over cells joins into one integral over the whole line.
2. That integral is the Fourier transform of \(L\). Close the contour around the pole at \(x=i\Gamma/2\).
3. The resulting series is geometric. Ask how it depends on \(\cos 2\pi s\).
4. For the window, subtract from the infinite sum what lies outside. There \(L\) is smooth on the scale of \(\Delta\), so expand it within each cell.
5. For the diode, find the complex energy at which the transmission amplitude diverges. Its imaginary part gives \(\Gamma\).

## Solution

### (a) The closed form

Write \(S(s)=\sum_k c_k e^{2\pi iks}\). The coefficients are

\[
c_k=\int_0^1 S(s)e^{-2\pi iks}ds
=\Delta\sum_n\int_0^1L\big((n-s)\Delta\big)e^{-2\pi iks}ds .
\]

In the \(n\)th term put \(x=(n-s)\Delta\), so that \(s=n-x/\Delta\) and \(ds=-dx/\Delta\). The minus sign reverses the limits, and \(e^{-2\pi ikn}=1\):

\[
c_k=\sum_n\int_{(n-1)\Delta}^{n\Delta}L(x)e^{2\pi ikx/\Delta}dx
=\int_{-\infty}^{\infty}L(x)e^{it_kx}dx,\qquad t_k=\frac{2\pi k}{\Delta}.
\]

For \(t\ge0\), close the contour in the upper half plane. On a semicircle of radius \(R\) the exponential has modulus at most 1 and \(L\) falls as \(1/R^2\), while the length grows as \(R\), so the arc contributes nothing as \(R\to\infty\). Since \(x^2+\Gamma^2/4=(x-i\Gamma/2)(x+i\Gamma/2)\), the enclosed pole gives

\[
\int_{-\infty}^{\infty}L(x)e^{itx}dx
=2\pi i\,\frac{\Gamma}{2\pi}\,\frac{e^{-\Gamma t/2}}{i\Gamma}=e^{-\Gamma t/2}.
\]

Because \(L\) is even, negative \(t\) gives the same result with \(|t|\). Therefore

\[
c_k=q^{|k|},\qquad q=e^{-\pi\Gamma/\Delta}.
\]

The factor 2 in \(t_k\) has cancelled the 2 in the half-width \(\Gamma/2\). With \(\theta=2\pi s\) and \(z=qe^{i\theta}\),

\[
S=1+2\,\mathrm{Re}\sum_{k=1}^{\infty}z^k
=\mathrm{Re}\,\frac{1+z}{1-z}
=\frac{1-q^2}{1-2q\cos\theta+q^2}.
\]

The last step multiplies numerator and denominator by \(1-z^*\) and keeps the real part. Dividing both by \(2q\) gives

\[
S(s)=\frac{\sinh(\pi\Gamma/\Delta)}{\cosh(\pi\Gamma/\Delta)-\cos2\pi s}.
\]

The term \(k=0\) is the exact integral. The others are aliasing: oscillations \(e^{it_kx}\) take the same value at every grid point, up to a common phase, so the grid cannot distinguish them from a constant.

### (b) The worst case

The denominator decreases as \(\cos2\pi s\) increases, so the extremes lie at \(\cos2\pi s=\pm1\):

\[
S(0)-1=\frac{1+q}{1-q}-1=\frac{2q}{1-q},\qquad
S(\tfrac12)-1=\frac{1-q}{1+q}-1=-\frac{2q}{1+q}.
\]

The first has the larger magnitude. The worst grid therefore has a point on the peak, and it overestimates the area:

\[
\max_s|S-1|=\frac{2q}{1-q}=\frac{2}{e^{\pi\Gamma/\Delta}-1}\simeq2e^{-\pi\Gamma/\Delta}.
\]

The simple form is too small by the factor \(1/(1-q)\). For \(\Gamma\ge\Delta\), \(q\le e^{-\pi}=0.0432\), so this factor is at most 1.0452. Explicit summation, scanned over \(s\), gives:

| \(\Gamma/\Delta\) | worst error | \(2e^{-\pi\Gamma/\Delta}\) |
|---|---|---|
| 0.2 | 2.287 | 1.067 |
| 1 | 0.0903 | 0.0864 |
| 2 | 0.00374 | 0.00373 |
| 3 | 0.000161 | 0.000161 |

For \(\Gamma\ll\Delta\) the exponential estimate fails. Expanding \(e^{\pi\Gamma/\Delta}-1\) to first order gives \(S(0)\simeq2\Delta/(\pi\Gamma)\), which is the contribution \(\Delta L(0)\) of the single point on the peak. Midway between points, \(S(\tfrac12)=\tanh(\pi\Gamma/2\Delta)\simeq\pi\Gamma/2\Delta\), and nearly the whole resonance is missed. The computed area then depends mainly on where the grid happens to lie.

### (c) Choosing the spacing

Set the exact worst error equal to \(\varepsilon\):

\[
e^{\pi\Gamma/\Delta}=1+\frac2\varepsilon
\quad\Longrightarrow\quad
\Delta=\frac{\pi\Gamma}{\ln(1+2/\varepsilon)} .
\]

Any smaller spacing also satisfies the bound. For small \(\varepsilon\), each further decimal digit requires \(\Gamma/\Delta\) to grow by \(\ln10/\pi=0.73\). The cost is thus logarithmic in the accuracy, but the number of points across a fixed window is proportional to \(1/\Gamma\).

### (d) A finite window

Let the peak be on a grid point and let \(W\) be a multiple of \(\Delta\). The end points of the window carry half weights. The other halves belong to the outer regions, so the infinite sum splits exactly into one trapezoidal sum inside and two outside.

In a cell with midpoint \(c\), expansion to second order gives the trapezoidal value \(\Delta[L(c)+\Delta^2L''(c)/8]\) and the integral \(\Delta L(c)+\Delta^3L''(c)/24\). The difference is \(\Delta^3L''(c)/12\). Adding the cells beyond \(W\), and replacing \(\Delta\sum L''\) by an integral at this order, gives

\[
\text{sum}-\text{integral}\simeq\frac{\Delta^2}{12}\int_W^\infty L''dx
=-\frac{\Delta^2}{12}L'(W)\simeq\frac{\Gamma\Delta^2}{12\pi W^3},
\]

where \(L\simeq\Gamma/(2\pi x^2)\) and hence \(L'(W)\simeq-\Gamma/(\pi W^3)\). Removing both outer regions reverses the sign. Against the integral over the same window, the error is

\[
\frac{2q}{1-q}-\frac{\Gamma\Delta^2}{6\pi W^3}.
\]

This is measured in units of the full area. The second term is algebraic in \(\Delta\), so it dominates once the grid is fine enough, and exponential convergence ends there.

For \(\Gamma=1\), \(\Delta=0.25\), \(W=10\) in a common energy unit, the two terms are \(6.98\times10^{-6}\) and \(-3.32\times10^{-6}\). Their sum, \(3.66\times10^{-6}\), compares with \(3.68\times10^{-6}\) from the direct calculation.

A separate loss is the area never sampled,

\[
2\int_W^\infty L\,dx\simeq\frac{\Gamma}{\pi W},
\]

which is 3.2% here. Refining the grid does not recover it; the window must be enlarged or the tails added analytically.

### (e) A resonant-tunnelling diode

Take a 5 nm well between two 4 nm barriers of height 300 meV, with effective mass \(m=0.07\,m_e\) throughout, Fermi level \(\mu=50\) meV above the band edge, and \(T=300\) K, so \(kT=25.85\) meV. These are rough values for a light-mass semiconductor diode.

**Conductance.** Electrons carry a conserved transverse energy \(E_\parallel\). Including spin, the number of transverse states per area and energy is \(m/(\pi\hbar^2)\), and each conducts a current \(e/(2\pi\hbar)\) per unit longitudinal energy, weighted by the transmission \(\mathcal T(E)\) and by the difference of the lead occupations. For small voltage \(V\) that difference is \(-eVf'(E+E_\parallel)\), with \(f\) the Fermi function. Since \(\int_0^\infty[-f'(E+E_\parallel)]dE_\parallel=f(E)\),

\[
\frac GA=\frac{e^2m}{2\pi^2\hbar^3}\int\mathcal T(E)f(E)\,dE .
\]

**Transmission.** In a layer of potential \(U\), mass \(m\) and thickness \(d\), let \(k=\sqrt{2m(E-U)}/\hbar\) and \(v=k/m\). The continuous pair \((\psi,\psi'/m)\) is carried across by

\[
\begin{pmatrix}\cos kd&\sin kd/v\\-v\sin kd&\cos kd\end{pmatrix}.
\]

Let \(M\) be the product for the three layers; its determinant is 1. On the left the pair is \((1+r,\,iv(1-r))\), and on the right \((t,\,ivt)\), with \(v\) now that of the leads. Inverting \(M\) gives

\[
1+r=t(M_{22}-ivM_{12}),\qquad 1-r=t(M_{11}+iM_{21}/v),
\]

and adding these,

\[
\frac2t=M_{11}+M_{22}+i\left(\frac{M_{21}}v-vM_{12}\right),\qquad \mathcal T=|t|^2 .
\]

The right side of \(2/t\) vanishes at \(E=E_0-i\Gamma/2\). For this diode \(E_0=87.0\) meV and \(\Gamma=1.176\) meV. Near the pole \(2/t\) is linear in \(E\), and a symmetric structure transmits fully at resonance, so \(\mathcal T\simeq(\pi\Gamma/2)L\).

**Grid error.** For \(\Delta=1\) meV,

\[
q=e^{-\pi\times1.1762}=0.0248,\qquad
\frac{2q}{1-q}=\frac{0.0497}{0.9752}=0.051 .
\]

The integral of \(\mathcal Tf\) was also computed directly on grids with eight offsets, in a window of \(\pm64\) meV centred on a grid point. Each error is relative to an accurate integral over the same window.

| \(\Delta\) (meV) | worst of eight | \(2q/(1-q)\) |
|---|---|---|
| 2 | 0.377 | 0.374 |
| 1 | 0.0514 | 0.0510 |
| 0.5 | 0.001245 | 0.001235 |

The computed errors exceed the formula by about 0.8%. The pole carries an area \((\pi\Gamma/2)f(E_0)=1.8476\times0.1929=0.3564\) meV, whereas the actual window integral is 0.3536 meV. Dividing the pole's aliasing error by this slightly smaller integral accounts for the excess.

By part (c), an error of \(10^{-3}\) needs \(\Delta=\pi\times1.176/\ln2001=0.486\) meV, or 264 intervals across the window. An error of \(10^{-6}\) needs about 0.255 meV, or 503 intervals. These figures are for the ideal Lorentzian. For the diode, the 0.8% excess and the end term bring the worst error with 503 intervals to \(1.01\times10^{-6}\). The conductance per area is 4.0 mS/µm².

The sign of the error matters when a calculation moves the level, for instance while the potential is iterated. At \(\Delta=1\) meV the Lorentzian error swings between \(+5.1\%\) and \(-2q/(1+q)=-4.8\%\) each time the level crosses one grid spacing. This ripple belongs to the grid, not to the device.

**Comparison with real diodes.** Wells and barriers a few nanometres thick are usual, but 4 nm barriers are on the thick side for fast diodes; thinner ones give a broader level. Some of the omissions act as follows, each taken separately with the other settings fixed.

- A barrier mass of \(0.10\,m_e\) lowers \(\Gamma\) to 0.40 meV for electrons without transverse energy. Their worst error at \(\Delta=1\) meV then rises from 5% to 80%, so the width must be found before the grid is chosen. With unequal masses, transverse motion lowers the effective barrier: at \(E_\parallel=kT\) the width is 0.44 meV and the worst error 68%.
- A rough scattering time \(\tau=0.1\) ps adds a width \(\hbar/\tau=6.6\) meV. If the widths simply add, the total is 7.8 meV and the resonance is easy to integrate. A fully coherent line of 1.2 meV would then be a poor description of the room-temperature diode.
- Charge in the well, about \(1.6\times10^{11}\) cm⁻², raises the level by roughly 6 meV. With \(\Gamma\) held fixed, the smaller Fermi factor would lower the conductance by somewhat less than 20%. The charge also reshapes the barriers and broadens the resonance, by about 6% for this charge and about 5% once it has adjusted to the raised level. With both effects included, the net reduction is about 12% for this charge, and about 10% once the charge has adjusted to the raised level. These estimates take a relative permittivity of 12, fixed potentials at the outer barrier faces and no compensating dopants.
- The window omits 1.1% of the integral taken from 0 to 600 meV. That exceeds the grid error at \(\Delta=0.5\) meV.

Such diodes are normally operated under bias, which makes the two barriers unequal and alters both \(\Gamma\) and the peak height. That change is not estimated here.

## Variation 1: a cold Fermi factor

*When does the Fermi function, rather than the resonance, limit the grid?*

Measure \(\mu\) from \(E_0\). The integrand \(L(x)f(x)\) has additional poles where \(e^{(x-\mu)/kT}=-1\). The nearest in the upper half plane is \(x_1=\mu+i\pi kT\). Close to it, \(e^{(x-\mu)/kT}\simeq-1-(x-x_1)/kT\), hence \(f\simeq-kT/(x-x_1)\).

Move the integration line up to \(\mathrm{Im}\,x=2\pi kT\), where \(f\) again lies between 0 and 1. If \(\Gamma/2>2\pi kT\), this crosses the one pole \(x_1\). Its contribution to the first Fourier coefficient has magnitude

\[
2\pi kT\,|L(x_1)|\,e^{-\pi kT(2\pi/\Delta)} .
\]

The line integral left over carries the smaller factor \(e^{-4\pi^2kT/\Delta}\). The coefficients \(k=\pm1\) together produce an error oscillating in \(s\) with amplitude

\[
4\pi kT\,|L(\mu+i\pi kT)|\,e^{-2\pi^2kT/\Delta}.
\]

For \(\Gamma=1\), \(kT=0.05\), \(\mu=1\), \(\Delta=0.2\) in a common unit, this is \(0.628\times0.126\times0.00719=5.69\times10^{-4}\), as explicit sums also give. The Lorentzian alone would suggest \(2e^{-5\pi}=3\times10^{-7}\), far too optimistic.

As \(\Delta\to0\) the pole closer to the real axis sets the exponent; this is the resonance when \(\Gamma/2<\pi kT\), that is \(\Gamma<2\pi kT\). At finite \(\Delta\) the residues matter as well, because the resonance term is weighted by \(f\) at the level. With the diode's \(\Gamma\) and the level 37 meV above \(\mu\), but at 4.2 K, that weight is about \(e^{-100}\). The Fermi pole, 1.14 meV from the axis, then governs the error at any practical spacing, although the resonance pole at 0.59 meV is nearer. In the diode at 300 K the distances are 0.59 meV and 81 meV and \(f(E_0)=0.19\), so the thermal factor does not restrict the grid.

## Variation 2: halving the spacing

*A sum has been computed with spacing \(\Delta\). What is gained by adding the midpoints?*

The refined sum is the average of \(S(s)\) and \(S(s+\tfrac12)\). The shift multiplies the \(k\)th harmonic by \((-1)^k\), so odd harmonics cancel:

\[
\frac{S(s)+S(s+\frac12)}2=1+2\sum_{j=1}^{\infty}q^{2j}\cos4\pi js .
\]

The worst error becomes \(2q^2/(1-q^2)\). If the old worst error was \(\eta\simeq2q\ll1\), the new one is about \(\eta^2/2\), so the number of correct digits roughly doubles. From \(\Gamma/\Delta=1\) to 2, the estimate is \(0.0903^2/2=0.0041\), against the summed value 0.0037.

All earlier points are reused. For most offsets the difference between the old and refined sums also estimates the old error, because the refined sum is much closer to the integral. The exception is an offset near \(s=\frac14\) or \(\frac34\). There \(\cos2\pi s\) vanishes, so \(S(s)=S(s+\frac12)\): the two sums agree, although both are off by about \(-2q^2\). The estimate also fails if \(\Gamma\ll\Delta\): both grids can then miss the resonance, and their agreement proves nothing. The doubling of correct digits ends once the end term of part (d) dominates, since that term falls only by a factor of four per halving.

## Numbers as computed

```
Infinite grid: Gamma/dE, worst error from sum, 2exp(-pi Gamma/dE)
  0.2  2.2871e+00  1.0670e+00  ratio 2.1436
  1.0  9.0331e-02  8.6428e-02  ratio 1.0452
  1.5  1.8129e-02  1.7967e-02  ratio 1.0091
  2.0  3.7419e-03  3.7349e-03  ratio 1.0019
  3.0  1.6141e-04  1.6140e-04  ratio 1.0001
Finite window, Gamma=1, dE=0.25, W=10 (same energy unit):
  aliasing 6.975e-06, end term -3.316e-06, sum rule error 3.676e-06
  area outside window 0.03180
Cold Fermi factor, Gamma=1, kT=0.05, mu-E0=1, dE=0.2:
  aliasing amplitude: sum 5.685e-04, pole formula 5.685e-04
Diode: well 5.0 nm, barriers 4.0 nm, 300.0 meV, mass 0.07
  mu 50.0 meV, T 300.0 K, kT 25.852 meV
  level 87.000 meV, Gamma 1.1762 meV
  pole distances: resonance 0.588 meV, Fermi 81.22 meV
  window half-width 64.0 meV
  dE (meV), Gamma/dE, device worst error, 2q/(1-q), 2q
  2.0  0.588  3.771e-01  3.742e-01  3.153e-01
  1.0  1.176  5.135e-02  5.096e-02  4.969e-02
  0.5  2.352  1.245e-03  1.235e-03  1.235e-03
  error 1e-03: dE 0.4861 meV, Gamma/dE 2.420, intervals 264
  error 1e-06: dE 0.2547 meV, Gamma/dE 4.618, intervals 503
  integral T f dE in window 0.35363 meV
  conductance per area 4.0060 mS/um^2
Neglected effects:
  share of integral outside window 1.06 %
  barrier mass 0.10: level 78.72 meV, Gamma 0.3982 meV
    worst error at dE=1 meV 8.019e-01
  scattering time 0.1 ps: extra width 6.58 meV
    total width 7.76 meV, worst error at dE=1 meV 5.20e-11
  well charge 1.620e+11 cm^-2, relative permittivity 12.0
    level shift 6.41 meV, conductance change -18.5 %
```
